\section*{The BET Isotherm from a Grand-Canonical Lattice, Applied to Porous Low-k Films, part 1}

(Sections cited here and not found follow in the second part.)

\section{From independent columns to the isotherm}

To turn the nitrogen uptake of a porous low-k film into a pore-wall area, one must decide which adsorbed amount counts as a single molecular layer. The uptake curve does not mark that amount. In the example treated below, the film holds 141 nmol per square centimetre at a pressure of 76 Torr and 208 nmol at 228 Torr. Dividing either amount into molecules and multiplying by the area of one molecule gives a different wall area, although the wall is the same. The decision needs a relation between pressure and the number of molecules that sit on top of others. The Brunauer--Emmett--Teller (BET) isotherm is such a relation, and its derivation shows what must hold for the resulting area to mean anything.

Let the wall offer $M$ equivalent adsorption sites. On each site molecules may pile up in a column of height $n=0,1,2,\ldots$, with no upper limit. The first molecule touches the wall and has binding energy $e_1$. Each higher molecule has binding energy $e_L$, the same as in the bulk liquid. Both energies are counted as positive, relative to a molecule at rest far away, so a column of height $n\geq1$ has energy $-[e_1+(n-1)e_L]$. Columns do not influence each other: neither the energy nor the permitted height of one depends on its neighbours. The average attraction between neighbours in the liquid is contained in $e_L$, but its dependence on whether particular neighbours are present has been dropped.

A molecule held at a definite place still moves and rotates about that place. Let $j_1$ and $j_L$ be the dimensionless factors which these motions contribute to the one-molecule partition function in the first layer and in the higher layers. With $k$ the Boltzmann constant and $T$ the temperature, the one-molecule partition functions are
\begin{equation}
q_1=j_1e^{e_1/kT},\qquad q_L=j_Le^{e_L/kT}.
\end{equation}
The exponents are positive because a bound state has negative energy. A column of height $n\geq1$ has the partition function $q_1q_L^{\,n-1}$, and an empty site has the partition function 1. No factor $1/N!$ appears for the adsorbed molecules. Labelled molecules could be distributed over the occupied places in $N!$ ways, and this number cancels the $1/N!$ required by their indistinguishability.

The wall exchanges molecules with a vapour of chemical potential $\mu$. Each adsorbed molecule therefore brings a factor $\lambda=e^{\mu/kT}$, and the grand partition function is a sum over all sets of column heights:
\begin{equation}
\Xi=\sum_{n_1=0}^{\infty}\cdots\sum_{n_M=0}^{\infty}\;\prod_{s=1}^{M}w_{n_s},\qquad
w_0=1,\quad w_n=q_1q_L^{\,n-1}\lambda^n\ \ (n\geq1).
\end{equation}
Since each factor depends on one summation variable, the multiple sum is a product of $M$ equal single sums,
\begin{equation}
\Xi=\xi^M,\qquad \xi=1+\sum_{n=1}^{\infty}q_1q_L^{\,n-1}\lambda^n .
\end{equation}
This is the step at which independence of the columns is used. With an attraction between neighbouring columns the weight would not factorize.

The next task is to replace $\lambda$ by a measured pressure. Let the vapour be ideal, and let $z$ be the partition function of one vapour molecule per unit volume, with the same zero of energy as before. For $N$ molecules in a volume $V$ the canonical partition function is $(zV)^N/N!$, so
\begin{equation}
\Xi_{\rm vap}=\sum_{N=0}^{\infty}\frac{(\lambda zV)^N}{N!}=e^{\lambda zV}.
\end{equation}
The general relation $pV=kT\ln\Xi$ then gives
\begin{equation}
p=kT\,z\,\lambda .
\end{equation}
At fixed temperature $\lambda$ is proportional to the pressure.

The constant of proportionality can be eliminated by comparison with the bulk liquid. A liquid of $N$ molecules, each with partition function $q_L$, has $Q=q_L^{\,N}$ and Helmholtz free energy $F=-NkT\ln q_L$. Its chemical potential is the Gibbs free energy per molecule,
\begin{equation}
\mu_{\rm liq}=\frac{F+pV}{N}=-kT\ln q_L+pv ,
\end{equation}
where $v$ is the volume per molecule. For nitrogen at its boiling point $pv/kT$ is about 0.0055, and the term is neglected. The liquid and its vapour coexist at the saturation pressure $p_0$, where the chemical potentials are equal. The corresponding value $\lambda_0$ satisfies
\begin{equation}
kT\ln\lambda_0=-kT\ln q_L\quad\Longrightarrow\quad \lambda_0q_L=1 .
\end{equation}
Because $p/p_0=\lambda/\lambda_0$, the relative pressure is
\begin{equation}
x\equiv\frac{p}{p_0}=\lambda q_L .
\end{equation}

The assumption that the higher layers are like the bulk liquid has now done definite work. Suppose that the higher layers had a partition function $q_2$ different from $q_L$. Each added molecule would then multiply the weight of a column by $q_2\lambda=(q_2/q_L)x$, and the column would grow without limit at $p=p_0q_L/q_2$ instead of at saturation. Equality of $q_2$ and $q_L$ makes the film thicken into bulk liquid at the pressure where bulk liquid becomes stable.

In terms of $x$ the weight of an occupied column is
\begin{equation}
q_1q_L^{\,n-1}\lambda^n=\frac{q_1}{q_L}(q_L\lambda)^n=c\,x^n,
\qquad
c\equiv\frac{q_1}{q_L}=\frac{j_1}{j_L}\,e^{(e_1-e_L)/kT}.
\end{equation}
One factor $q_L$ was borrowed to complete the power $n$, and it reappears in the denominator of $c$. The constant $c$ measures how strongly the first place is preferred to a place in the liquid. It contains the motional factors as well as the energies.

Write $S=\sum_{n\geq1}x^n$. Multiplication by $x$ removes the first term, so $S-xS=x$ for $0\leq x<1$, and $S=x/(1-x)$. Hence
\begin{equation}
\xi=1+\frac{cx}{1-x}=\frac{1-x+cx}{1-x}=\frac{1+(c-1)x}{1-x}.
\end{equation}
The sum diverges at $x=1$, which is the growth of the column into liquid.

The mean number of adsorbed molecules follows by differentiation. Each term of $\Xi$ with $N$ molecules carries $\lambda^N$, so $\lambda\,\partial/\partial\lambda$ multiplies it by $N$, and $\langle N\rangle=\lambda\,\partial\ln\Xi/\partial\lambda$. At constant temperature $q_L$ and $c$ are constant, and $x=q_L\lambda$ implies $\lambda\,\partial/\partial\lambda=x\,\partial/\partial x$. The mean number per site is therefore
\begin{align}
\theta\equiv\frac{\langle N\rangle}{M}
&=x\frac{d}{dx}\Big\{\ln[1+(c-1)x]-\ln(1-x)\Big\}\nonumber\\
&=\frac{(c-1)x}{1+(c-1)x}+\frac{x}{1-x}.
\end{align}
The second term is positive because the derivative of $-\ln(1-x)$ is $+1/(1-x)$. The first fraction equals $1-1/[1+(c-1)x]$ and the second equals $1/(1-x)-1$. The constants cancel:
\begin{equation}
\theta=\frac{1}{1-x}-\frac{1}{1+(c-1)x}.
\end{equation}
Over a common denominator the numerator is $1+(c-1)x-(1-x)=cx$, and
\begin{equation}
\boxed{\;\theta=\frac{c\,x}{(1-x)\,[1+(c-1)x]}\;}
\end{equation}
is the BET isotherm. The coverage $\theta$ counts molecules in all layers and can exceed one.

At low pressure, with both $x\ll1$ and $cx\ll1$, it reduces to $\theta\approx cx=q_1\lambda$. The liquid has dropped out, as it should when almost no molecule sits on another. For $c=1$ the wall is no better than the liquid and $\theta=x/(1-x)$. For very large $c$ at fixed $x>0$, $\theta$ tends to $1/(1-x)$: the first layer is complete and a column stands on every site.

The same sum gives the population of each layer. The probability of an empty site is $1/\xi$, and a column reaches layer $i$ if its height is at least $i$:
\begin{equation}
P_0=\frac{1-x}{1+(c-1)x},\qquad
f_i=\frac1\xi\sum_{n=i}^{\infty}cx^n=\frac1\xi\,\frac{cx^i}{1-x}=\frac{cx^i}{1+(c-1)x}.
\end{equation}
Each layer holds a fraction $x$ of the population of the layer beneath it. A column of height $n$ contributes once to each of the first $n$ layers, so $\theta=\sum_{i\geq1}f_i$. Summing the geometric series gives
\begin{equation}
\theta=\frac{f_1}{1-x},\qquad f_1=1-P_0 .
\end{equation}
The mean height of an occupied column is thus $1/(1-x)$, whatever the strength of the wall. The number of occupied columns depends on both the wall and the relative pressure, but their mean height depends on the relative pressure alone.

One might take the monolayer to be complete where $\theta=1$. Setting the isotherm equal to one gives $cx=(1-x)[1+(c-1)x]$. After expansion this is $(c-1)x^2+2x-1=0$, whose root between zero and one is
\begin{equation}
x_1=\frac{\sqrt c-1}{c-1}=\frac{1}{1+\sqrt c}.
\end{equation}
For $c=1$ the equation is linear and gives $1/2$, in agreement. At $\theta=1$ the denominator obeys $1+(c-1)x_1=cx_1/(1-x_1)$, so the bare fraction is
\begin{equation}
P_0=\frac{(1-x_1)^2}{cx_1}=\frac{c}{(1+\sqrt c)^2}\,\frac{1+\sqrt c}{c}=\frac1{1+\sqrt c}=x_1 .
\end{equation}
For $c=42.45$, the value used below, $x_1=0.133$. When the film holds one molecule per site on average, 13 per cent of the sites are empty, and the missing molecules sit in higher layers.

Nor does the inflection of the curve mark the monolayer in general. With $b=c-1$, two derivatives of the difference form give
\begin{equation}
\frac{d^2\theta}{dx^2}=\frac{2}{(1-x)^3}-\frac{2b^2}{(1+bx)^3}.
\end{equation}
If $0<c\leq2$, then $b^2\leq1$ and $1+bx>1-x$ for $0<x<1$, so the second derivative is positive and the curve bends upward throughout. If $c>2$, it vanishes where $(1+bx)/(1-x)=b^{2/3}$. The left side rises steadily from one, so there is a single solution,
\begin{equation}
x_{\rm infl}=\frac{b^{2/3}-1}{b^{2/3}+b}.
\end{equation}
For $c=42.45$ it lies at $x=0.2055$, well above $x_1$. Equating the two formulas shows that the points coincide only for $c=9$, at $x=1/4$. A concave start followed by an upturn is therefore the sign of a first layer bound with $c>2$.

The isotherm can also be reached without a grand-canonical sum. Distribute a fixed number $N$ of molecules over the $M$ sites so that $k_s$ sites are occupied. The occupied sites can be chosen in $\binom{M}{k_s}$ ways, and the $N$ molecules can be divided into $k_s$ non-empty columns in $\binom{N-1}{k_s-1}$ ways, so
\begin{equation}
Q(N)=q_L^{\,N}\sum_{k_s}\binom{M}{k_s}\binom{N-1}{k_s-1}c^{k_s}.
\end{equation}
For large numbers the largest term dominates. By Stirling's formula its logarithm is stationary in $k_s$ when $c(M-k_s)(N-k_s)=k_s^2$. Its derivative with respect to $N$ is $\ln[q_LN/(N-k_s)]$, which equals $-\ln\lambda$. The second condition gives $x=q_L\lambda=1-k_s/N$, or $k_s/M=\theta(1-x)$. Inserting this in the first gives $cx[1-\theta(1-x)]=\theta(1-x)^2$, which is the boxed formula rearranged.

This count was tested in a closed vessel with $c=42.45$, 1000 sites and 2600 molecules shared between wall and vapour, the saturated vapour holding 5000. The full sum gave $x=0.26471$ and $\theta=1.27643$; the isotherm at that $x$ gives 1.27648.

The BET isotherm now relates the mean number of molecules per site to the relative pressure, and it shows that neither $\theta=1$ nor, in general, the inflection of the curve marks a complete first layer. It remains to extract the monolayer amount and the wall area from measured uptake, and to find where the model fails.

Numerical values quoted here were computed with a short program.
